# Comment on a negative mean of p⁴ in the 1s orbital

**The argument under review**

The author considers one electron bound to a fixed point nucleus of charge $Ze$ and wants the first-order mass-velocity energy, the mean of $-p^4/(8m^3c^2)$. The state is the nonrelativistic 1s orbital

$$\psi(r)=\sqrt{\frac{\kappa^3}{\pi}}\,e^{-\kappa r},\qquad \kappa=\frac{Z}{a_0},\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.$$

Since $p^4=\hbar^4\nabla^2\nabla^2$, the author applies the Laplacian twice. For a function of $r$ alone, $\nabla^2 f=f''+2f'/r=(rf)''/r$. With $\psi'=-\kappa\psi$ and $\psi''=\kappa^2\psi$, the first application gives

$$\nabla^2\psi=\left(\kappa^2-\frac{2\kappa}{r}\right)\psi. \tag{1}$$

For the second, the form $(rf)''/r$ with $f=\psi/r$ gives $\nabla^2(\psi/r)=\psi''/r=\kappa^2\psi/r$. Therefore

$$\nabla^2\nabla^2\psi=\kappa^2\left(\kappa^2-\frac{2\kappa}{r}\right)\psi-2\kappa\,\frac{\kappa^2}{r}\psi=\left(\kappa^4-\frac{4\kappa^3}{r}\right)\psi. \tag{2}$$

The mean inverse distance is

$$\left\langle \frac1r\right\rangle=4\kappa^3\int_0^\infty r\,e^{-2\kappa r}dr=4\kappa^3\,\frac{1}{4\kappa^2}=\kappa,$$

and the author concludes that $\langle p^4\rangle=\hbar^4(\kappa^4-4\kappa^4)=-3(\hbar\kappa)^4$, or $-3Z^4$ in atomic units.

Each derivative is correct for $r>0$. The conclusion is nevertheless impossible. The mean of $p^4$ is an average of a non-negative quantity over the momentum distribution, and it cannot be less than the square of the mean of $p^2$. From (1), $\langle p^2\rangle=-\hbar^2(\kappa^2-2\kappa\cdot\kappa)=(\hbar\kappa)^2$, so $\langle p^4\rangle\ge(\hbar\kappa)^4$.

**What the mean is**

The safe definition uses two derivatives on each side:

$$\langle p^4\rangle=\int|p^2\psi|^2d^3r=\hbar^4\int(\nabla^2\psi)^2d^3r. \tag{3}$$

By Parseval's theorem this equals the average of $p^4$ over the momentum distribution. It requires that (1) be the whole Laplacian and that it be square integrable. Both hold. The flux of $\nabla\psi$ through a small sphere, $4\pi\varepsilon^2\psi'(\varepsilon)$, vanishes as $\varepsilon\to0$, so the cusp of $\psi$ produces no point source. Near the origin $(\nabla^2\psi)^2$ grows as $1/r^2$, which the volume element $4\pi r^2dr$ compensates.

With

$$\left\langle\frac1{r^2}\right\rangle=4\kappa^3\int_0^\infty e^{-2\kappa r}dr=2\kappa^2,$$

squaring (1) gives

$$\frac{\langle p^4\rangle}{\hbar^4}=\kappa^4-4\kappa^3\left\langle\frac1r\right\rangle+4\kappa^2\left\langle\frac1{r^2}\right\rangle=(1-4+8)\kappa^4=5\kappa^4. \tag{4}$$

The correct mean is $5(\hbar\kappa)^4$, and the author's value is too low by $8(\hbar\kappa)^4$.

**Where the difference was lost**

The function in (1) contains $g=e^{-\kappa r}/r$, which diverges at the origin like the potential of a point charge. Its Laplacian must be found by moving the derivatives onto a smooth test function $u$ that vanishes at large distance. Cut out a ball of radius $\varepsilon$. The outward normal of the remaining region points towards the origin, so Green's identity reads

$$\int_{r>\varepsilon}\left(g\nabla^2u-u\nabla^2g\right)d^3r=-\oint_{r=\varepsilon}\left(g\,\partial_ru-u\,g'\right)dS.$$

The sphere has area $4\pi\varepsilon^2$. The term with $g\approx1/\varepsilon$ vanishes in the limit. The term with $g'\approx-1/\varepsilon^2$ does not: it gives $-4\pi u(0)$. Hence

$$\nabla^2\frac{e^{-\kappa r}}{r}=\kappa^2\frac{e^{-\kappa r}}{r}-4\pi\delta^3(\mathbf r). \tag{5}$$

In $\nabla^2\psi$ this function carries the factor $-2\kappa\psi(0)$, so the complete form of (2) is

$$\nabla^2\nabla^2\psi=\left(\kappa^4-\frac{4\kappa^3}{r}\right)\psi+8\pi\kappa\,\psi(0)\,\delta^3(\mathbf r). \tag{6}$$

Multiplying the last term by $\psi$ and integrating gives $8\pi\kappa\,\psi(0)^2=8\pi\kappa\cdot\kappa^3/\pi=8\kappa^4$, and $-3+8=5$.

The author may object that a single point has no volume and can be left out of an integral. That is true of an ordinary function, but here leaving out the point also changes an integration by parts. Let $\chi=\nabla^2\psi=w\psi$ with $w=\kappa^2-2\kappa/r$. Green's identity outside the ball gives

$$\int_{r>\varepsilon}\psi\nabla^2\chi\,d^3r=\int_{r>\varepsilon}\chi^2d^3r-4\pi\varepsilon^2\left(\psi\chi'-\chi\psi'\right)_{r=\varepsilon}.$$

Since $\chi'=w'\psi+w\psi'$, the bracket reduces to $w'\psi^2=2\kappa\psi^2/r^2$. The factor $\varepsilon^2$ cancels, and the surface term is

$$-8\pi\kappa\,\psi(\varepsilon)^2=-8\kappa^4e^{-2\kappa\varepsilon}. \tag{7}$$

It tends to $-8\kappa^4$, however small the ball. At $\kappa\varepsilon=0.001$ numerical integration gives, in units of $\kappa^4$, $-2.99999$ for the left side and $4.98402$ for the integral of $\chi^2$. Their difference, taken before rounding, is $-7.98402$, which agrees with the value $-8e^{-0.002}=-7.98402$ of (7).

In operator language, (6) is not a square-integrable function, so $\psi$ is outside the domain of $p^4$ as an operator. It is inside the domain of the quadratic form (3), which is all that a first-order energy needs.

**Two checks without a delta function**

First, replace $r$ in the exponent by $\sqrt{r^2+\eta^2}$ and normalize again. This orbital is smooth, and applying the ordinary Laplacian twice is then legitimate. For $\kappa\eta=10^{-4}$ the mean is $4.9988(\hbar\kappa)^4$. The ball $\kappa r<0.02$ supplies $7.9957$ of it and the space outside supplies $-2.9969$. The delta function in (6) is the limit of this concentrated central contribution. The shortfall from 5 is $0.116$, $0.0118$ and $0.0012$ for $\kappa\eta=10^{-2}$, $10^{-3}$ and $10^{-4}$, close to proportional to $\eta$.

Second, go to momentum space. With wave number $k=p/\hbar$, the angular integration of the Fourier transform leaves

$$\int e^{-i\mathbf k\cdot\mathbf r}e^{-\kappa r}d^3r=\frac{4\pi}{k}\int_0^\infty r\,e^{-\kappa r}\sin kr\,dr=\frac{4\pi}{k}\,\mathrm{Im}\frac{1}{(\kappa-ik)^2}=\frac{8\pi\kappa}{(\kappa^2+k^2)^2}.$$

Squaring, multiplying by $\kappa^3/\pi$, by $1/(2\pi)^3$ and by $4\pi k^2$, and setting $q=k/\kappa$, one finds the radial momentum density $(32/\pi)\,q^2/(1+q^2)^4$. The substitution $q=\tan\theta$ then gives

$$\frac{\langle p^4\rangle}{(\hbar\kappa)^4}=\frac{32}{\pi}\int_0^\infty\frac{q^6\,dq}{(1+q^2)^4}=\frac{32}{\pi}\int_0^{\pi/2}\sin^6\theta\,d\theta=\frac{32}{\pi}\cdot\frac{5\pi}{32}=5. \tag{8}$$

The integrand falls only as $q^{-2}$. Momenta above $10\hbar\kappa$ supply $1.005$ of the total 5, about one fifth.

This tail also limits the use of the operator. The mean of $p^6$, needed for the next term in the expansion of the kinetic energy, has an integrand that tends to a constant, and it diverges. Moreover, $p^2/(2m)-p^4/(8m^3c^2)$ has no lower bound at large $p$. The mass-velocity term is therefore used here as a first-order correction and not in a variational calculation.

**Consequence for the Pauli energy**

Let $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ and $E_h=\alpha^2mc^2$. Then $\hbar\kappa=Z\alpha mc$, and $(\hbar\kappa)^4/(8m^3c^2)=Z^4\alpha^4mc^2/8=Z^4\alpha^2E_h/8$. The correct mass-velocity energy is

$$E_{\rm mv}=-\frac58Z^4\alpha^2E_h,$$

whereas the author obtains $+\frac38Z^4\alpha^2E_h$, a positive value for an operator that can only lower the energy.

The author might hope that the Darwin term supplies the lost delta function. It does not. The Darwin operator is $\hbar^2(\nabla^2V)/(8m^2c^2)$ with $V=-Ze^2/(4\pi\varepsilon_0r)$, so its delta function comes from the potential: $\nabla^2V=(Ze^2/\varepsilon_0)\,\delta^3(\mathbf r)$. Using $e^2/\varepsilon_0=4\pi\alpha\hbar c$ and $\psi(0)^2=\kappa^3/\pi$,

$$E_{\rm D}=\frac{\hbar^2}{8m^2c^2}\,4\pi Z\alpha\hbar c\,\frac{\kappa^3}{\pi}=\frac{Z\alpha(\hbar\kappa)^3}{2m^2c}=+\frac12Z^4\alpha^2E_h.$$

The piece lost from the mass-velocity energy is $-\frac88Z^4\alpha^2E_h$, which has the opposite sign and twice the size. Both terms are needed. Spin-orbit coupling contributes nothing, because the orbital angular momentum operator gives zero on an s state. The sum is

$$E_{\rm mv}+E_{\rm D}=-\frac18Z^4\alpha^2E_h. \tag{9}$$

The Dirac equation decides whether this is right. For the 1s state, let $G$ and $F$ be $r$ times the radial parts of the large and small components, and measure the energy $E$ from $mc^2$. The radial equations are

$$G'-\frac Gr=\left(\frac{E+2mc^2}{\hbar c}+\frac{Z\alpha}{r}\right)F,\qquad F'+\frac Fr=-\left(\frac{E}{\hbar c}+\frac{Z\alpha}{r}\right)G.$$

Insert $G=r^\gamma e^{-\kappa r}$ and $F=bG$. The $1/r$ terms require $\gamma-1=bZ\alpha$ and $b(\gamma+1)=-Z\alpha$, whose product gives $\gamma^2-1=-Z^2\alpha^2$. The root for which $G$ vanishes at the origin is $\gamma=\sqrt{1-Z^2\alpha^2}$. The constant terms of the second equation give $E=\hbar c\kappa b=mc^2(\gamma-1)$. Those of the first require $-\kappa=b\,mc(\gamma+1)/\hbar=-Z\alpha mc/\hbar$, which holds. Expanding the root,

$$E=mc^2\left(-\frac{Z^2\alpha^2}{2}-\frac{Z^4\alpha^4}{8}-\frac{Z^6\alpha^6}{16}-\dots\right).$$

The first term is the nonrelativistic energy and the second is (9). The third, relative to the second, is $Z^2\alpha^2/2$. For $Z\alpha\ll1$ this estimates what the first-order Pauli treatment leaves out of the Dirac energy, as a fraction of (9). For heavy nuclei the estimate is too small, because all later terms of the expansion are negative as well.

**A numerical case**

Take the one-electron ion with $Z=10$, without radiative corrections or nuclear size and recoil. The energy unit is

$$Z^4\alpha^2E_h=10^4\times(0.00729735)^2\times27.2114\ \text{eV}=14.4904\ \text{eV}.$$

- The mass-velocity energy is $-\frac58\times14.4904=-9.0565$ eV; the author's version is $+5.434$ eV.
- The Darwin energy is $\frac12\times14.4904=7.2452$ eV.
- The correct sum is $-1.811$ eV; the author's version gives $+12.679$ eV.

The Dirac energy lies below the nonrelativistic one by $1.816$ eV. This shift exceeds the correct sum in size by $0.267\%$ of that sum, against the estimate $Z^2\alpha^2/2=0.266\%$. At $Z=20$ the excess is $1.08\%$, against $1.07\%$. The author's sum has the wrong sign and is seven times too large.

**Which other states are affected**

The derivation of (7) carries over to any hydrogen-like state. There $w=\kappa^2/n^2-2\kappa/r$, still with $\kappa=Z/a_0$, and $w'$ is unchanged. For s states the pointwise calculation therefore loses $8\pi\kappa\,\psi(0)^2$. For 2s, in units of $(\hbar\kappa)^4$, it gives $-3/16$ instead of $13/16$. For $l\ge1$ the orbital vanishes at the nucleus at least as fast as $r$, the surface term goes to zero, and the author's method gives the right mean: for 2p both routes give $7/48$. What decides the matter is the surface term, not the domain of the operator: for 2p, $\nabla^2\nabla^2\psi$ grows as $1/r^2$ at the nucleus and is not square integrable either, but it contains no delta function.

**Requested correction**

The author should replace (2) by (6), or evaluate the mean from (3), and revise the energies accordingly. Definition (3) is the better choice in practice, because it needs no derivative that fails to exist as a function.

## Numbers as computed

```
Means of p^4 in units of (hbar Z/a0)^4:
  1s: squared norm 5, pointwise -3, delta 8
  2s: squared norm 13/16, pointwise -3/16, delta 1
  3s: squared norm 7/27, pointwise -1/27, delta 8/27
  2p: squared norm 7/48, pointwise 7/48, delta 0
1s <1/r> = 1.000000 k, <1/r^2> = 2.000000 k^2
1s <p^2> = 1.000000 (hbar k)^2
Delta weight / (k psi(0)) = 25.132741; 8 pi = 25.132741
Excised ball, integrals over r > eps in units of k^4:
  k eps=0.100: pointwise -2.93106, square 3.61879, surface -6.54985
  k eps=0.010: pointwise -2.99921, square 4.84238, surface -7.84159
  k eps=0.001: pointwise -2.99999, square 4.98402, surface -7.98402
Smoothed orbital, mean of p^4 in units of (hbar k)^4:
  k eta=1e-02: total 4.88416, k r<0.02: 7.33914, outside: -2.45498
  k eta=1e-03: total 4.98824, k r<0.02: 7.98504, outside: -2.99680
  k eta=1e-04: total 4.99882, k r<0.02: 7.99572, outside: -2.99689
Momentum-space mean of p^4 = 5.000000 (hbar k)^4
  part from p > 10 hbar k = 1.00521 (hbar k)^4
Example: Z = 10, a0 = 5.291772e-11 m, k = 1.889726e+11 1/m
  alpha = 0.007297353, E_h = 27.211386 eV
  (hbar k)^4 = 1.577248e-91 kg^4 m^4 s^-4
  correct <p^4> = 7.886242e-91 kg^4 m^4 s^-4
  faulty <p^4> = -4.731745e-91 kg^4 m^4 s^-4
  Z^4 alpha^2 E_h = 14.49043 eV
  mass-velocity, correct = -9.05652 eV
  mass-velocity, faulty = 5.43391 eV
  omitted mass-velocity part = -14.49043 eV
  Darwin = 7.24522 eV
  correct sum = -1.81130 eV
  faulty sum = 12.67913 eV
  Dirac minus nonrelativistic = -1.81614 eV
Z=10: Dirac shift / correct sum - 1 = 0.002671, (Z alpha)^2/2 = 0.002663
Z=20: Dirac shift / correct sum - 1 = 0.010794, (Z alpha)^2/2 = 0.010650
```
